# Born polarization energy and gap reduction from COHSEX in a spherical cavity

## Problem

A neutral closed-shell molecule is moved from the gas phase into a molecular crystal. Model the crystal as a continuum of electronic dielectric constant \(\varepsilon\), with the molecule in an empty spherical cavity of radius \(R\). The static COHSEX self-energy is

\[
\Sigma(\mathbf r,\mathbf r')=-\rho(\mathbf r,\mathbf r')W(\mathbf r,\mathbf r')+\tfrac12\delta(\mathbf r-\mathbf r')\,[W(\mathbf r,\mathbf r')-v(\mathbf r,\mathbf r')].
\]

The first term is screened exchange (SEX), the second the Coulomb hole (COH). Here \(v\) is the bare repulsion between two electrons, \(W\) the screened one, and \(\rho(\mathbf r,\mathbf r')=\sum_{i}^{\rm occ}\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')\) the density matrix of one spin.

(a) Keep the spherically symmetric (\(l=0\)) part of the crystal's reaction field. How far do the highest occupied level (HOMO) and the lowest empty level (LUMO) move, and by how much does the gap change?

(b) How are these shifts related to the electrostatic energy that an ion gains in the cavity?

(c) Evaluate them for \(R=4\) Å and \(\varepsilon=3\), and estimate what the higher multipoles add.

Write \(C=e^2/(4\pi\varepsilon_0)=14.40\) eV Å; in atomic units \(C=1\). Levels are measured from the vacuum level, so that \(\epsilon_{\rm HOMO}=-I\) and \(\epsilon_{\rm LUMO}=-A\), with \(I\) the ionization energy and \(A\) the electron affinity. A surface dipole of the crystal is left out. The orbitals lie inside the cavity and keep their gas-phase form.

## A tempting solution

Put an electron at the centre of the cavity. The energy of a second electron is \(C/(\varepsilon r)\) outside and \(C/r+w_0\) inside, where \(w_0\) is the contribution of the polarized crystal. Continuity at \(r=R\) gives

\[
\frac{C}{R}+w_0=\frac{C}{\varepsilon R}
\quad\Rightarrow\quad
w_0=-\frac{C}{R}\left(1-\frac1\varepsilon\right).
\]

The crystal therefore changes \(W\) by the negative constant \(w_0\). The COH term is local and acts on occupied and empty orbitals alike, so it looks like a mere shift of the energy zero, and it is dropped. The SEX term then gives

\[
\Delta\epsilon_n=-w_0\sum_i^{\rm occ}\left|\int\varphi_i^*\varphi_n\,d^3r\right|^2
=\begin{cases}-w_0,& n\text{ occupied}\\ 0,& n\text{ empty.}\end{cases}
\]

The HOMO rises by \(|w_0|\), the LUMO stays where it was, and the gap falls by \(|w_0|\).

## Where it fails

An unmoved LUMO means an unchanged electron affinity. Yet an electron added to the molecule makes an anion, the anion polarizes the crystal, and this lowers its energy. In the \(l=0\) part the neutral molecule gains no such energy, so the affinity must grow.

The value of \(w_0\) is right. The fault is the dropped COH term. It is indeed common to all levels here, but the zero of energy has already been fixed at the vacuum level, so a common shift changes both \(I\) and \(A\). It cancels in the difference of two levels, which is why the gap reduction \(|w_0|\) gives no warning of the error.

## Right solution

**The reaction field for any position.** The tempting solution took a charge at the centre, while an orbital is spread over the cavity. Let one electron sit at \(\mathbf r'\), with \(r'<R\), and let \(\gamma\) be the angle between \(\mathbf r\) and \(\mathbf r'\). The coefficient of \(P_l(\cos\gamma)\) in the energy of a second electron at \(\mathbf r\) is

\[
C\frac{r_<^l}{r_>^{l+1}}+A_l r^l\quad(r<R),\qquad \frac{B_l}{r^{l+1}}\quad(r>R),
\]

where \(r_<\) and \(r_>\) are the smaller and larger of \(r,r'\). Continuity of the potential at \(R\) requires

\[
\frac{B_l}{R^{l+1}}=C\frac{r'^l}{R^{l+1}}+A_lR^l .
\]

Continuity of the normal displacement, multiplied by \(R\), requires

\[
-(l+1)C\frac{r'^l}{R^{l+1}}+lA_lR^l=-\varepsilon(l+1)\frac{B_l}{R^{l+1}} .
\]

Inserting the first condition in the second and collecting \(A_l\) gives

\[
[(l+1)\varepsilon+l]\,A_lR^l=-(l+1)(\varepsilon-1)\,C\frac{r'^l}{R^{l+1}} .
\]

The reaction part of the interaction is therefore

\[
K(\mathbf r,\mathbf r')=\sum_l w_l\left(\frac{rr'}{R^2}\right)^{l}P_l(\cos\gamma),\qquad
w_l=-\frac CR\,\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l}.
\]

For \(l=0\) this is the \(w_0\) found above, now for any two positions inside the cavity.

**The molecule's own screening.** The molecule also responds, so \(W\) is not simply \(v+K\). With products understood as integrations, \(W\) obeys

\[
W=U+U\chi_0W,\qquad U=v+K,
\]

where \(\chi_0\) is the static response of independent electrons. For real orbitals, with both spins counted,

\[
\chi_0(\mathbf r,\mathbf r')=-4\sum_a^{\rm occ}\sum_b^{\rm empty}\frac{\varphi_a(\mathbf r)\varphi_b(\mathbf r)\,\varphi_a(\mathbf r')\varphi_b(\mathbf r')}{\epsilon_b-\epsilon_a}.
\]

Integrating over either position gives zero, because \(\varphi_a\) and \(\varphi_b\) are orthogonal: a constant potential moves no charge. Now let \(K=w_0J\), where \(J(\mathbf r,\mathbf r')=1\). Then \(\chi_0J=J\chi_0=0\). Let \(W_g=v+v\chi_0W_g\) be the gas-phase interaction and try \(W=W_g+w_0J\):

\[
U+U\chi_0W=v+w_0J+(v+w_0J)\chi_0(W_g+w_0J)=v+w_0J+v\chi_0W_g=W_g+w_0J .
\]

The trial form solves the equation. This step uses the same \(\chi_0\) in the gas and in the crystal: the orbitals and the energy differences \(\epsilon_b-\epsilon_a\) in \(\chi_0\) are held fixed and are not updated with the level shifts found below. Under this condition \(\Delta W=w_0\), however polarizable the molecule is.

**The level shifts.** The change of the self-energy is

\[
\Delta\Sigma(\mathbf r,\mathbf r')=\tfrac12w_0\,\delta(\mathbf r-\mathbf r')-w_0\,\rho(\mathbf r,\mathbf r').
\]

The Hartree potential has no \(l=0\) reaction part, since that part is proportional to the total charge of the molecule, which is zero. Each orbital is an eigenfunction of \(\rho\), with eigenvalue 1 if occupied and 0 if empty. Therefore

\[
\Delta\epsilon_{\rm occ}=\tfrac12w_0-w_0=-\tfrac12w_0=+P,\qquad
\Delta\epsilon_{\rm empty}=\tfrac12w_0=-P,
\]

\[
P=\frac{C}{2R}\left(1-\frac1\varepsilon\right).
\]

The gap becomes

\[
E_{\rm crystal}=(\epsilon_{\rm LUMO}-P)-(\epsilon_{\rm HOMO}+P)=E_{\rm gas}-2P .
\]

In atomic units \(P=(1-1/\varepsilon)/(2R)\), and the gap falls by \((1-1/\varepsilon)/R\).

**The ion in the cavity.** Place a charge \(\pm e\) at the centre. The displacement \(D=e/(4\pi r^2)\) is the same with and without the crystal. The field energy per volume outside the cavity changes from \(D^2/(2\varepsilon_0)\) to \(D^2/(2\varepsilon_0\varepsilon)\). A shell has volume \(4\pi r^2dr\), so the total change is

\[
\int_R^\infty\left(\frac1\varepsilon-1\right)\frac{C}{2r^2}\,dr=-\frac{C}{2R}\left(1-\frac1\varepsilon\right)=-P .
\]

This is the Born energy. It is half of \(w_0\) because the reaction potential grows in proportion to the charge while the charge is built up. The factor \(\tfrac12\) in the COH term plays the same part. In the \(l=0\) part, which depends only on the total charge in the cavity, the cation and the anion are each stabilized by \(P\), while the neutral molecule is not. Thus \(I\) falls by \(P\) and \(A\) grows by \(P\), in agreement with the level shifts.

## Numbers for a six-site ring

For \(R=4\) Å and \(\varepsilon=3\),

\[
w_0=-\frac{14.40}{4}\times\frac23=-2.40\ \text{eV},\qquad P=1.20\ \text{eV}=0.0441\ \text{hartree}.
\]

| Level | COH (eV) | SEX (eV) | Total (eV) |
|---|---|---|---|
| HOMO | −1.20 | +2.40 | +1.20 |
| LUMO | −1.20 | 0 | −1.20 |

The tempting solution kept the SEX column alone.

For a gas-phase gap, take a ring of six sites with one orbital and one electron each, centred in the cavity. The ring radius and the bond length are \(a=1.4\) Å, and neighbours are coupled by a hopping energy of 2.5 eV. Sites a distance \(d\) apart repel with \(v=C/\sqrt{d^2+s^2}\), where \(s=1.3\) Å. Each electron's charge is balanced by a core on its site, so the Hartree and core potentials cancel. These are round model parameters, not those of a particular molecule.

Hopping alone gives a gap of 5.00 eV. Building \(\chi_0\) from the orbitals and energies of the hopping problem, solving the equation for \(W\) as a \(6\times6\) matrix problem, and adding the expectation values of \(\Sigma\) to the hopping energies gives a gas-phase gap of 11.69 eV. In the cavity it becomes

\[
11.69-2\times1.20=9.29\ \text{eV}.
\]

## What the higher multipoles add

By completeness \(\delta(\mathbf r-\mathbf r')=\sum_m\varphi_m(\mathbf r)\varphi_m^*(\mathbf r')\), with \(m\) running over all orbitals. The COH term is then half a sum over all \(m\), and SEX subtracts the full sum over occupied \(m\). When the Hartree potential does not change, as in this ring,

\[
\Delta\epsilon_n=\frac12\Big(\sum_m^{\rm empty}-\sum_m^{\rm occ}\Big)M_{nm},
\]

\[
M_{nm}=\iint\varphi_n^*(\mathbf r)\varphi_m(\mathbf r)\,\Delta W(\mathbf r,\mathbf r')\,\varphi_m^*(\mathbf r')\varphi_n(\mathbf r')\,d^3r\,d^3r' .
\]

For constant \(\Delta W\) only \(m=n\) survives, which returns \(\pm P\). Higher multipoles bring in other orbitals, with opposite signs for empty and occupied ones.

The ring orbitals are waves \(e^{ik\theta}\), with \(k=0,\pm1\) occupied and \(k=\pm2,3\) empty; \(k\) and \(k+6\) are the same wave. An interaction varying as \(\cos q\gamma\) couples \(k\) to \(k+q\) and \(k-q\) with equal weight. The molecule's screening rescales each \(q\) separately and equally for \(\pm q\), because all sites are equivalent.

- For \(l=1\), \(q=1\). The HOMO \(k=1\) couples to \(k=2\) (empty) and \(k=0\) (occupied), and the two terms cancel. The LUMO \(k=2\) couples to \(k=3\) (empty) and \(k=1\) (occupied), with the same result.
- For \(l=2\), \(P_2(\cos\gamma)=\tfrac14+\tfrac34\cos2\gamma\). The \(q=2\) part cancels in the same way: \(k=1\) couples to 3 and −1, and \(k=2\) to 4 (the same as −2) and 0. The constant part adds \(\tfrac14w_2(a/R)^4\) to \(w_0\).

To leading order in \(a/R\), the gap reduction exceeds \(2P\) by the fraction

\[
\frac{w_2}{4w_0}\left(\frac aR\right)^4=\frac{3\varepsilon}{3\varepsilon+2}\,\frac14\left(\frac aR\right)^4=\frac9{11}\times\frac{0.0150}{4}\approx0.0031 .
\]

The matrix calculation with multipoles up to \(l=60\) gives 0.0027, and a gap reduction of 2.41 eV instead of 2.40 eV. The difference from 0.0031 comes from \(q=3\), which first appears at \(l=3\), of order \((a/R)^6\). There \(k+3\) and \(k-3\) are the same wave, so nothing cancels: the HOMO couples only to the empty \(k=-2\) and the LUMO only to the occupied \(k=-1\), which lowers the fraction by about 0.0004.

The size of this correction depends on the shape and extent of the molecule, and the ring's value is not general. The cancellation of the \(l=1\) term belongs to this model, with one point orbital per site and all sites at the same radius. For spatially extended orbitals, and before the molecule's screening is included, that term shifts level \(n\) by \(\frac{w_1}{2R^2}\big[\langle n|r^2|n\rangle-2\sum_m^{\rm occ}|\langle n|\mathbf r|m\rangle|^2\big]\), which need not vanish. The first correction can then fall as \(1/R^2\) relative to \(P\), not as \(1/R^4\). A straight chain of four such sites, with the same parameters and cavity, has its ends 2.1 Å from the centre. Its gap falls by 2.50 eV, which is 4% more than \(2P\).

## Limits and conditions

The numbers in this paragraph refer to the \(l=0\) reduction \(2P\). It vanishes for \(\varepsilon\to1\) or \(R\to\infty\). For a perfectly conducting environment it reaches \(C/R=3.60\) eV at \(R=4\) Å. Two thirds of that is already present at \(\varepsilon=3\), so a further rise of \(\varepsilon\) adds at most 1.20 eV. The dependence on \(R\) is less forgiving: a cavity 10% larger lowers the shift by about 9%, and the continuum model does not itself fix \(R\).

The model also treats the crystal's electrons as responding instantly and omits hopping between molecules, which spreads the levels into bands. If orbitals extend beyond the cavity, or if the molecule has a permanent dipole, quadrupole or higher multipole that polarizes the crystal, the result \(\pm P\) is incomplete.
